**Finite volumes for a graded semiconductor contact**

The program solves the equilibrium potential $\phi$ of a metal contact to a semiconductor whose affinity $\chi$, gap, electron mass and permittivity $\kappa$ vary with composition. The displacement is $D=-\kappa\,d\phi/dx$, $E_c=-\phi-\chi$ is the conduction-band edge relative to the Fermi level, and $w$ is the grade width. It asserts the three-point flux identity for a chosen displacement across a jump of $\kappa$, and near-fourfold error reduction on halving the mesh from 10 to 5 bohr, relative to an adaptive collocation solution. Further assertions cover the Fermi integrals, single-valued nodal $D$, the first integral at the abrupt junction, charge neutrality, agreement from two starting potentials and the long-grade law. The output shows the conduction-band peak beyond the narrow layer falling from 0.570 eV for an abrupt junction to 0.113 eV for $w=400$ bohr and to just below the Fermi level for $w=1600$ bohr. Making the field continuous in place of $D$ lowers the abrupt peak by 0.0021 hartree, about 10% of its height. The parameters are round model values, and confinement, tunnelling and nonparabolic bands are left out.

## Numerical check

```python
"""Equilibrium contact to a graded semiconductor, solved by finite volumes.

Result under test: with element resistance S = integral dx/kappa and node
charges taken separately from each side, the scheme keeps the displacement D
single-valued at composition changes and converges as the mesh size squared.

Hartree atomic units; Fermi level = 0; electron charge = -1.
phi: potential (vacuum level = -phi); D = -kappa dphi/dx; dD/dx = 4 pi rho
y: composition, 0 = narrow gap (metal side), 1 = wide gap (bulk side)
Ec = -phi - affinity: conduction-band edge; T: thermal energy
A structure is a list of segments (length, y at start, y at end).
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad, solve_bvp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import expit

HARTREE_EV = constants.physical_constants["Hartree energy in eV"][0]
HARTREE_J = constants.physical_constants["Hartree energy"][0]
BOHR_NM = constants.physical_constants["atomic unit of length"][0] * 1e9
KELVIN = 300.0
T = constants.k * KELVIN / HARTREE_J
PI4 = 4 * np.pi
DONORS = 1.5e-7
BARRIER = 0.002
NARROW, WIDE = 200.0, 2000.0
HOLE_MASS = 0.4


def kappa(y):
    return 16.0 - 4.0 * y


def affinity(y):
    return 0.18 - 0.03 * y


def gap(y):
    return 0.015 + 0.035 * y


def electron_mass(y):
    return 0.03 + 0.04 * y


def band_density(mass):
    return 2 * (mass * T / (2 * np.pi)) ** 1.5


# Fermi integrals with energy = t^2 (units of T), trapezoidal rule in t
STEP_T = 0.1
T_NODES = STEP_T * np.arange(1, 121)
ENERGY = T_NODES ** 2
WEIGHT = 4 * ENERGY * STEP_T / np.sqrt(np.pi)


def fermi_half(eta):
    return expit(np.asarray(eta)[..., None] - ENERGY) @ WEIGHT


def reduced_levels(phi, y):
    eta_n = (phi + affinity(y)) / T
    eta_p = -(phi + affinity(y) + gap(y)) / T
    return eta_n, eta_p


def charge(phi, y):
    eta_n, eta_p = reduced_levels(phi, y)
    return (band_density(HOLE_MASS) * fermi_half(eta_p)
            - band_density(electron_mass(y)) * fermi_half(eta_n) + DONORS)


def charge_terms(phi, y):
    """rho, d rho/d phi, and the convex potential whose slope is -rho."""
    rho = DONORS + 0 * phi
    slope = 0 * phi
    potential = -DONORS * phi
    eta_n, eta_p = reduced_levels(phi, y)
    for eta, density, sign in ((eta_n, band_density(electron_mass(y)), -1),
                               (eta_p, band_density(HOLE_MASS), 1)):
        z = eta[:, None] - ENERGY
        f = expit(z)
        rho = rho + sign * density * (f @ WEIGHT)
        slope = slope - density * ((f * (1 - f)) @ WEIGHT) / T
        potential = potential + T * density * (np.logaddexp(0, z) @ WEIGHT)
    return rho, slope, potential


def neutral_potential(y):
    middle = -affinity(y)
    return brentq(lambda p: float(charge(p, y)), middle - 0.02,
                  middle + 0.02, xtol=1e-14)


PHI_NARROW, PHI_BULK = neutral_potential(0.0), neutral_potential(1.0)


def element_resistance(dx, k_left, k_right):
    """Integral of dx/kappa for kappa linear within the element."""
    r = (k_right - k_left) / k_left
    safe = np.where(r == 0, 1.0, r)
    return dx / k_left * np.where(r == 0, 1.0, np.log1p(safe) / safe)


def make_mesh(segments, h):
    x, y_left, y_right = [np.array([0.0])], [], []
    start = 0.0
    for length, ya, yb in segments:
        count = max(1, int(round(length / h)))
        x.append(np.linspace(start, start + length, count + 1)[1:])
        y = np.linspace(ya, yb, count + 1)
        y_left.append(y[:-1])
        y_right.append(y[1:])
        start += length
    return np.concatenate(x), np.concatenate(y_left), np.concatenate(y_right)


def solve_contact(segments, h, remote_start=False):
    x, yl, yr = make_mesh(segments, h)
    dx = np.diff(x)
    S = element_resistance(dx, kappa(yl), kappa(yr))
    y_node = np.concatenate((yl[:1], (yr[:-1] + yl[1:]) / 2, yr[-1:]))
    phi = PHI_NARROW + (PHI_BULK - PHI_NARROW) * y_node
    phi_metal = -BARRIER - affinity(yl[0])
    if remote_start:
        phi = np.full(len(x), phi_metal)
    phi[0], phi[-1] = phi_metal, PHI_BULK

    def assemble(p):
        left = charge_terms(p[:-1], yl)
        right = charge_terms(p[1:], yr)
        flux = -np.diff(p) / S
        q, dq = np.zeros(len(p)), np.zeros(len(p))
        q[:-1] += dx / 2 * left[0]
        q[1:] += dx / 2 * right[0]
        dq[:-1] += dx / 2 * left[1]
        dq[1:] += dx / 2 * right[1]
        J = (np.sum(np.diff(p) ** 2 / S) / (2 * PI4)
             + np.sum(dx / 2 * (left[2] + right[2])))
        gradient = np.diff(flux) / PI4 - q[1:-1]
        return J, gradient, dq[1:-1], flux, left[0], right[0], q

    state = assemble(phi)
    for iteration in range(1, 301):
        J, gradient, dq = state[:3]
        bands = np.zeros((3, len(gradient)))
        bands[0, 1:] = -1 / (PI4 * S[1:-1])
        bands[1] = (1 / S[:-1] + 1 / S[1:]) / PI4 - dq
        bands[2, :-1] = -1 / (PI4 * S[1:-1])
        step = solve_banded((1, 1), bands, -gradient)
        descent = gradient @ step
        scale = 1.0
        while True:
            trial = phi.copy()
            trial[1:-1] += scale * step
            new_state = assemble(trial)
            # the last term allows for rounding in J near the minimum
            if new_state[0] <= J + 1e-4 * scale * descent + 1e-12 * abs(J):
                break
            scale /= 2
            assert scale > 1e-12, "line search failed"
        phi, state = trial, new_state
        if scale == 1.0 and np.max(np.abs(step)) < 1e-11:
            break
    else:
        raise AssertionError("Newton iteration did not converge")
    flux, rho_left, rho_right, q = state[3:]
    D_after = flux - PI4 * dx / 2 * rho_left      # seen from the right side
    D_before = flux + PI4 * dx / 2 * rho_right    # seen from the left side
    mismatch = np.max(np.abs(D_after[1:] - D_before[:-1]))
    return dict(x=x, phi=phi, yl=yl, yr=yr, D=np.append(D_after, D_before[-1]),
                mismatch=mismatch, iterations=iteration,
                total_charge=np.sum(q))


def collocation_reference(segments, equal_field=False):
    """Adaptive collocation for (phi, D); all segments mapped to [0, 1].

    equal_field=True imposes the wrong rule, continuous field, at junctions.
    """
    D_UNIT = 1e-4
    starts = np.concatenate(([0.0], np.cumsum([s[0] for s in segments])))
    rough = solve_contact(segments, 20.0)
    u_metal = (rough["phi"][0] - PHI_BULK) / T

    def ode(s, v):
        out = np.empty_like(v)
        for k, (length, ya, yb) in enumerate(segments):
            y = ya + (yb - ya) * s
            phi = PHI_BULK + T * v[2 * k]
            out[2 * k] = -length * D_UNIT * v[2 * k + 1] / (kappa(y) * T)
            out[2 * k + 1] = PI4 * length * charge(phi, y) / D_UNIT
        return out

    def boundary(a, b):
        res = [a[0] - u_metal, b[-2]]
        for k in range(1, len(segments)):
            ratio = 1.0
            if equal_field:
                ratio = kappa(segments[k][1]) / kappa(segments[k - 1][2])
            res += [a[2 * k] - b[2 * k - 2],
                    a[2 * k + 1] - ratio * b[2 * k - 1]]
        return np.array(res)

    s = np.linspace(0, 1, 101)
    guess = []
    for k, segment in enumerate(segments):
        x = starts[k] + s * segment[0]
        guess.append((np.interp(x, rough["x"], rough["phi"]) - PHI_BULK) / T)
        guess.append(np.interp(x, rough["x"], rough["D"]) / D_UNIT)
    result = solve_bvp(ode, boundary, s, np.array(guess), tol=1e-6,
                       max_nodes=4000)
    assert result.success, result.message

    def evaluate(x):
        x = np.atleast_1d(np.asarray(x, float))
        phi, D = np.empty(len(x)), np.empty(len(x))
        for k, segment in enumerate(segments):
            inside = (x >= starts[k] - 1e-9) & (x <= starts[k + 1] + 1e-9)
            v = result.sol((x[inside] - starts[k]) / segment[0])
            phi[inside] = PHI_BULK + T * v[2 * k]
            D[inside] = D_UNIT * v[2 * k + 1]
        return phi, D
    return evaluate


def structure(width):
    if width == 0:
        return [(NARROW, 0.0, 0.0), (WIDE, 1.0, 1.0)]
    return [(NARROW, 0.0, 0.0), (width, 0.0, 1.0), (WIDE, 1.0, 1.0)]


def node_at(solution, position):
    return int(np.argmin(np.abs(solution["x"] - position)))


# Fermi sums against direct quadrature of the defining integral
for eta in (-5.0, 2.0, 15.0):
    direct = 2 / np.sqrt(np.pi) * quad(
        lambda e: np.sqrt(e) * expit(eta - e), 0, max(eta, 0) + 45,
        epsabs=1e-12, epsrel=1e-11, limit=300)[0]
    assert abs(fermi_half(eta) / direct - 1) < 1e-7

# Three-point identity for a chosen displacement and a jump of kappa at x = 1


def k_first(x):
    return 10 + 2 * x


def k_second(x):
    return 16 - 3 * (x - 1) / 0.7


def chosen_D(x):
    return np.cos(x) + 0.3 * x ** 2


def chosen_D_slope(x):
    return -np.sin(x) + 0.6 * x


S1 = float(element_resistance(1.0, 10.0, 12.0))
S2 = float(element_resistance(0.7, 16.0, 13.0))
mean_first = quad(lambda x: chosen_D(x) / k_first(x), 0, 1)[0] / S1
mean_second = quad(lambda x: chosen_D(x) / k_second(x), 1, 1.7)[0] / S2
weighted = quad(lambda x: chosen_D_slope(x)
                * quad(lambda z: 1 / k_first(z), 0, x)[0] / S1, 0, 1)[0]
weighted += quad(lambda x: chosen_D_slope(x)
                 * quad(lambda z: 1 / k_second(z), x, 1.7)[0] / S2, 1, 1.7)[0]
identity_error = abs(mean_second - mean_first - weighted)
assert identity_error < 1e-10

print(f"temperature {KELVIN:.0f} K, T = {T:.6e} hartree")
print(f"donor density {DONORS:.2e} bohr^-3, metal barrier {BARRIER} hartree")
print(f"narrow layer {NARROW:.0f} bohr, wide layer {WIDE:.0f} bohr")
for label, y in (("narrow", 0.0), ("wide", 1.0)):
    print(f"{label}: affinity {affinity(y):.3f}, gap {gap(y):.3f} hartree, "
          f"kappa {kappa(y):.0f}")
    print(f"  electron mass {electron_mass(y):.2f}, "
          f"Nc = {band_density(electron_mass(y)):.3e} bohr^-3")
print(f"hole mass {HOLE_MASS}, Nv = {band_density(HOLE_MASS):.3e} bohr^-3")
EC_BULK = -PHI_BULK - affinity(1.0)
bulk_slope = charge_terms(np.array([PHI_BULK]), np.array([1.0]))[1][0]
SCREENING = np.sqrt(kappa(1.0) / (PI4 * abs(bulk_slope)))
print(f"bulk phi = {PHI_BULK:.6f}, bulk Ec = {EC_BULK:.6f} hartree")
print(f"bulk screening length = {SCREENING:.2f} bohr")
print(f"three-point identity error = {identity_error:.1e}")

# Mesh convergence against the collocation solution
finest_error = {}
for width in (0, 400):
    reference = collocation_reference(structure(width))
    errors = []
    for h in (20.0, 10.0, 5.0):
        sol = solve_contact(structure(width), h)
        errors.append(np.max(np.abs(sol["phi"] - reference(sol["x"])[0])))
        print(f"w = {width} bohr, h = {h:.0f} bohr: "
              f"max phi error {errors[-1]:.3e} hartree")
    assert 3.3 < errors[1] / errors[2] < 4.7
    finest_error[width] = errors[2]
    j = node_at(sol, NARROW)
    D_reference = reference([NARROW - 1e-6])[1][0]
    D_error = abs(sol["D"][j] / D_reference - 1)
    assert D_error < 2e-3
    print(f"  error ratio h=10 to h=5: {errors[1] / errors[2]:.3f}; "
          f"relative D error at 200 bohr: {D_error:.1e}")

# Abrupt junction: displacement, first integral, neutrality, uniqueness
abrupt = solve_contact(structure(0), 5.0)
j = node_at(abrupt, NARROW)
phi_J, D_J = abrupt["phi"][j], abrupt["D"][j]
assert abrupt["mismatch"] < 1e-9 * abs(D_J)
work = quad(lambda p: float(charge(p, 1.0)), phi_J, PHI_BULK,
            epsabs=1e-16, epsrel=1e-9, limit=200)[0]
D_integral = -np.sqrt(2 * PI4 * kappa(1.0) * work)
assert abs(D_J / D_integral - 1) < 2e-3
metal_charge = abrupt["D"][0] / PI4
assert abs(metal_charge + abrupt["total_charge"]) < 1e-4 * abs(D_J) / PI4
remote = solve_contact(structure(0), 5.0, remote_start=True)
assert np.max(np.abs(remote["phi"] - abrupt["phi"])) < 1e-9
print(f"abrupt junction: phi = {phi_J:.6f} hartree")
print(f"  Ec narrow side {-phi_J - affinity(0.0):.6f}, "
      f"wide side {-phi_J - affinity(1.0):.6f} hartree")
print(f"  D = {D_J:.5e}, from first integral {D_integral:.5e} a.u.")
print(f"  field narrow side {D_J / kappa(0.0):.5e}, "
      f"wide side {D_J / kappa(1.0):.5e} a.u.")
print(f"  largest nodal mismatch of D = {abrupt['mismatch']:.1e} a.u.")
print(f"  metal charge {metal_charge:.4e}, semiconductor charge "
      f"{abrupt['total_charge']:.4e} bohr^-2")
print(f"  Newton steps: neutral start {abrupt['iterations']}, "
      f"remote start {remote['iterations']}")
wrong = collocation_reference(structure(0), equal_field=True)
wrong_shift = phi_J - wrong([NARROW])[0][0]
assert abs(wrong_shift) > 10 * finest_error[0]
print(f"  peak shift if E, not D, is continuous: {wrong_shift:.3e} hartree")

# Conduction-band peak beyond the narrow layer as the grade is widened
peaks = []
for width in (0, 200, 400, 800, 1600):
    sol = solve_contact(structure(width), 5.0)
    first = node_at(sol, NARROW)
    edge = np.concatenate((-sol["phi"][first:-1] - affinity(sol["yl"][first:]),
                           -sol["phi"][first + 1:]
                           - affinity(sol["yr"][first:])))
    peaks.append(np.max(edge))
    print(f"w = {width} bohr ({width * BOHR_NM:.1f} nm): peak Ec "
          f"{peaks[-1]:.6f} hartree = {peaks[-1] * HARTREE_EV:.4f} eV")
    if width == 400:
        profile = sol
assert np.all(np.diff(peaks) < 0)

print("profile, w = 400: x (bohr), phi, Ec (hartree), n (bohr^-3), D (a.u.)")
for position in (0, 100, 200, 300, 400, 500, 600, 800, 1200):
    i = node_at(profile, position)
    y, p = profile["yl"][i], profile["phi"][i]
    n = band_density(electron_mass(y)) * fermi_half((p + affinity(y)) / T)
    print(f"{position:5d} {p:.6f} {-p - affinity(y):.6f} {n:.3e} "
          f"{profile['D'][i]:.4e}")

# Long grades: excess barrier at the end of the grade
dy = 1e-3
neutral_slope = (PHI_BULK - neutral_potential(1 - dy)) / dy
deviations = []
for width in (12800, 25600):
    sol = solve_contact(structure(width), 16.0)
    excess = PHI_BULK - sol["phi"][node_at(sol, NARROW + width)]
    predicted = neutral_slope / width * SCREENING / 2
    deviations.append(abs(excess / predicted - 1))
    print(f"w = {width} bohr: end excess {excess:.4e}, "
          f"long-grade law {predicted:.4e} hartree")
assert deviations[0] < 0.08
assert deviations[1] < 0.65 * deviations[0]

print("every check passed")
```

It prints:

```
temperature 300 K, T = 9.500435e-04 hartree
donor density 1.50e-07 bohr^-3, metal barrier 0.002 hartree
narrow layer 200 bohr, wide layer 2000 bohr
narrow: affinity 0.180, gap 0.015 hartree, kappa 16
  electron mass 0.03, Nc = 1.932e-08 bohr^-3
wide: affinity 0.150, gap 0.050 hartree, kappa 12
  electron mass 0.07, Nc = 6.887e-08 bohr^-3
hole mass 0.4, Nv = 9.407e-07 bohr^-3
bulk phi = -0.148550, bulk Ec = -0.001450 hartree
bulk screening length = 102.21 bohr
three-point identity error = 5.6e-17
w = 0 bohr, h = 20 bohr: max phi error 1.856e-05 hartree
w = 0 bohr, h = 10 bohr: max phi error 4.656e-06 hartree
w = 0 bohr, h = 5 bohr: max phi error 1.165e-06 hartree
  error ratio h=10 to h=5: 3.997; relative D error at 200 bohr: 3.2e-05
w = 400 bohr, h = 20 bohr: max phi error 9.591e-06 hartree
w = 400 bohr, h = 10 bohr: max phi error 2.403e-06 hartree
w = 400 bohr, h = 5 bohr: max phi error 6.011e-07 hartree
  error ratio h=10 to h=5: 3.998; relative D error at 200 bohr: 4.8e-05
abrupt junction: phi = -0.170933 hartree
  Ec narrow side -0.009067, wide side 0.020933 hartree
  D = -9.76567e-04, from first integral -9.76563e-04 a.u.
  field narrow side -6.10354e-05, wide side -8.13806e-05 a.u.
  largest nodal mismatch of D = 1.5e-16 a.u.
  metal charge -7.7752e-05, semiconductor charge 7.7752e-05 bohr^-2
  Newton steps: neutral start 7, remote start 8
  peak shift if E, not D, is continuous: -2.063e-03 hartree
w = 0 bohr (0.0 nm): peak Ec 0.020933 hartree = 0.5696 eV
w = 200 bohr (10.6 nm): peak Ec 0.010099 hartree = 0.2748 eV
w = 400 bohr (21.2 nm): peak Ec 0.004162 hartree = 0.1132 eV
w = 800 bohr (42.3 nm): peak Ec 0.000769 hartree = 0.0209 eV
w = 1600 bohr (84.7 nm): peak Ec -0.000457 hartree = -0.0124 eV
profile, w = 400: x (bohr), phi, Ec (hartree), n (bohr^-3), D (a.u.)
    0 -0.182000 0.002000 2.259e-09 -8.0596e-04
  100 -0.177495 -0.002505 7.417e-08 -6.5064e-04
  200 -0.173507 -0.006493 2.667e-07 -6.6579e-04
  300 -0.168835 -0.003665 1.845e-07 -7.6360e-04
  400 -0.163553 -0.001447 9.037e-08 -7.4784e-04
  500 -0.158425 0.000925 1.834e-08 -6.2233e-04
  600 -0.154162 0.004162 8.583e-10 -4.4185e-04
  800 -0.149688 -0.000312 6.785e-08 -1.2389e-04
 1200 -0.148574 -0.001426 1.478e-07 -2.8661e-06
w = 12800 bohr: end excess 1.1490e-04, long-grade law 1.1416e-04 hartree
w = 25600 bohr: end excess 5.7177e-05, long-grade law 5.7080e-05 hartree
every check passed
```
